# The Fowler–Nordheim exponent from the WKB action of a triangular barrier, part 2

An electron at the Fermi level of an electrode ($x<0$), with no transverse momentum, tunnels into a dielectric ($x>0$) under a uniform field of magnitude $E$. We seek its transmission probability $T$. Energies are measured from the electron's energy, in Rydberg units: $\hbar=1$, $m_e=1/2$, $e^2=2$, with energies in Ry and lengths in bohr.

The dielectric has effective mass $m=\mu m_e$ and band edge $V(x)=\phi-Fx$, where $F=eE$. The turning point is $x_t=\phi/F$, and $G=\mu F$. The decay constant is $\kappa=\sqrt{\mu(\phi-Fx)}$, with value $\kappa_0=\sqrt{\mu\phi}$ at the electrode. The action is

$$
S=\int_0^{x_t}\kappa\,dx=\frac{2\sqrt\mu\,\phi^{3/2}}{3F}.
$$

In SI units $2S=4\sqrt{2m}\,\phi^{3/2}/(3e\hbar E)$, written as $B/E$ with a characteristic field $B$.

The first half found the WKB form

$$
\psi(x)\simeq\frac{C}{\sqrt{\kappa(x)}}\exp\left(\pm\int^x\kappa(x')\,dx'\right).
$$

At distance $a=x_t-x$ before the turning point, $S(a)=\tfrac23\sqrt G\,a^{3/2}$, and the next correction to the exponent of the decaying solution is $W_2=5/(72S(a))$. The WKB smallness parameter at the electrode is $G/(2\kappa_0^3)=1/(3S)$.

With $u=x-x_t$, the wave equation $\psi''=-Gu\,\psi$ has the exact solution

$$
\psi(u)=\int e^{h(p)}\,dp,\qquad h(p)=ipu-\frac{ip^3}{3G}.
$$

The original path in the complex $p$ plane comes from $+i\infty$ down to the origin and leaves along $\theta=-\pi/6$, where $p=Re^{i\theta}$. Its ends must lie in regions of decay, where $\sin3\theta<0$. It was chosen to make the wave beyond the barrier purely outgoing, which is verified next.

The example has $\phi=0.2$ Ry, $\mu=0.5$, $F=0.002$ Ry/bohr ($E=5.142$ MV/cm), $2S=42.16$ and $B=216.8$ MV/cm.

Two variants were also treated. In a film of thickness $d<x_t$ the barrier is a trapezoid, with $2S_d=31.50$ for $d=60$ bohr. The image force adds $-1/(2\epsilon x)$ to $V(x)$; with relative permittivity $\epsilon=2.5$ it gives $2S=39.51$. The triangular barrier without image force is used below.

### Beyond the turning point

For $u>0$ the derivative $h'(p)$ vanishes at $p=\pm p_0$, with $p_0=\sqrt{Gu}$. The integrand has no singularities, so the path can be deformed as long as its ends stay in the regions of decay. Let it run down the imaginary axis from $+i\infty$ to $ip_0$, and then along the straight line

$$
p=p_0+s\,e^{-i\pi/4},\qquad -\sqrt2\,p_0\le s<\infty .
$$

At $s=-\sqrt2p_0$ this gives $p_0-p_0(1-i)=ip_0$, so the pieces join. The line leaves in the direction $\theta=-\pi/4$, which lies in the same region of decay as $-\pi/6$.

On the line, expansion about $p_0$ stops at the cubic term. Since $h''(p_0)=-2ip_0/G$ and $h'''=-2i/G$,

$$
h=h(p_0)-\frac{p_0s^2}{G}+\frac{(-1+i)s^3}{3\sqrt2\,G}.
$$

For $s>0$ the real part falls faster than the quadratic term alone. For $-\sqrt2p_0\le s<0$ the cubic term raises it, but by at most one third of the quadratic term. On the imaginary axis, with $p=iy$, we have $h=-yu-y^3/(3G)$. For $y\ge p_0$ this is no larger than $-4p_0^3/(3G)$. The main contribution therefore comes from the neighbourhood of $p_0$, when $p_0^3/G=\sqrt G\,u^{3/2}$ is large.

The value at the saddle is

$$
h(p_0)=ip_0\left(u-\frac u3\right)=\frac{2i}{3}\sqrt G\,u^{3/2}.
$$

The Gaussian integral over $s$ is $\sqrt{\pi G/p_0}$, and $dp=e^{-i\pi/4}ds$. Thus

$$
\psi\simeq e^{-i\pi/4}\sqrt{\frac{\pi G}{p_0}}\,
\exp\left(\frac{2i}{3}\sqrt G\,u^{3/2}\right).
$$

The phase increases with $u$, and its local wave number is $p_0>0$. With the usual time factor for a stationary state this wave moves away from the electrode. There is no accompanying wave with wave number $-p_0$.

### The flux

A derivative with respect to $u$ multiplies the integrand by $ip$, so $\psi'\simeq ip_0\psi$ far beyond the turning point. There

$$
\mathrm{Im}(\psi^*\psi')\to p_0\,\frac{\pi G}{p_0}=\pi G .
$$

The wave equation has a real coefficient, so

$$
\frac{d}{du}\mathrm{Im}(\psi^*\psi')
=\mathrm{Im}(\psi^*\psi'')
=\mathrm{Im}(-Gu|\psi|^2)=0 .
$$

The quantity is independent of position. Its limit at large $u$ thus fixes it throughout the dielectric, including at the turning point, where neither asymptotic form holds. Numerical integration along the original path at $u=0$ confirms the value $\pi G$.

### Inside the barrier

For $u=-a$ with $a>0$ we use the original path. On the imaginary axis put $p=iy$. Since $(iy)^3=-iy^3$,

$$
h=ya-\frac{y^3}{3G}.
$$

The path runs from $y=\infty$ to $0$, with $dp=i\,dy$, so its contribution is

$$
-i\int_0^\infty\exp\left(ya-\frac{y^3}{3G}\right)dy .
$$

The integrand is real and positive, with its maximum at $y_0=\sqrt{Ga}$. This is the local decay constant $\kappa$. The exponent there is

$$
y_0a-\frac{y_0^3}{3G}=\frac23\sqrt G\,a^{3/2}=S(a),
$$

the action from the given point to the turning point. With $t=y-y_0$ the exponent is $S(a)-y_0t^2/G-t^3/(3G)$, and the Gaussian part gives $\sqrt{\pi G/\kappa}\,e^{S(a)}$.

The other piece of the path has $p=re^{-i\pi/6}$. There $ipu=-are^{i\pi/3}$, whose real part is $-ar/2$, and the cubic term is $-r^3/(3G)$. The magnitude of this contribution is therefore less than

$$
\int_0^\infty e^{-ar/2}dr=\frac2a .
$$

It contains no growing exponential and can be dropped for large $S(a)$. We obtain

$$
\psi\simeq-i\sqrt{\frac{\pi G}{\kappa}}\,e^{S(a)},\qquad
|\psi|^2\simeq\frac{\pi G}{\kappa}\,e^{2S(a)} .
$$

Going towards the electrode, the wave grows; going away from it, the wave decays. A purely outgoing wave thus selects the decaying WKB solution at the electrode. The derivative brings down $ip=-y$, so to leading order $\psi'=-\kappa\psi$ there.

A purely real decaying wave would carry no flux. The first piece of the path gives a purely imaginary $\psi$. The second piece is mostly imaginary too, about $-i/a$ for large $a$, but it also has a much smaller real part. Since the wave equation is real, this real part is a solution by itself. It does not grow towards the electrode, so it has the other WKB form, $c\,e^{-S(a)}/\sqrt\kappa$. Together with the large imaginary part it gives the flux $2c\sqrt{\pi G}$, which is independent of position and equals $\pi G$ if $c=\tfrac12\sqrt{\pi G}$. The real part may be dropped in $|\psi|^2$, but the flux cannot be computed without it. That is why we took the flux from the region beyond the barrier.

### Matching at the electrode

In the electrode the mass is $m_e$ and the kinetic energy is $k^2$, so

$$
\psi=Ae^{ikx}+Be^{-ikx}\qquad(x<0).
$$

With a position-dependent mass the kinetic term is $-(d/dx)[(1/\mu)\,d\psi/dx]$. Integrating the Schrödinger equation over a vanishing interval around $x=0$ shows that $\psi'/\mu$ is continuous, and $\psi$ is continuous as well. With $\psi_0$ and $\psi_0'$ taken on the dielectric side,

$$
A+B=\psi_0,\qquad ik(A-B)=\frac{\psi_0'}{\mu}.
$$

Dividing the second equation by $ik$ and adding the first gives

$$
A=\frac12\left(\psi_0+\frac{\psi_0'}{ik\mu}\right).
$$

Define $q=\kappa_0/\mu$. With $\psi_0'=-\kappa_0\psi_0$, the second term in the bracket is $i(q/k)\psi_0$, because $-1/i=i$. Hence

$$
|A|^2=\frac{|\psi_0|^2}{4}\,\frac{k^2+q^2}{k^2}.
$$

Particle current is proportional to $\mathrm{Im}(\psi^*\psi')$ divided by the mass. Apart from a common factor, the incident current is $k|A|^2$ and the transmitted current is $\pi G/\mu=\pi F$. The wave at the electrode has

$$
|\psi_0|^2=\frac{\pi G}{\kappa_0}e^{2S}=\frac{\pi F}{q}e^{2S}.
$$

The transmission probability follows:

$$
T=\frac{\pi F}{k|A|^2}
=\frac{4\pi Fk}{(k^2+q^2)|\psi_0|^2}
=\frac{4kq}{k^2+q^2}\,e^{-2S}.
$$

We write this as $T=Pe^{-2S}$. The matching factor $P$ is independent of the field. Since $k^2+q^2\ge2kq$, it is at most 2. A value above 1 is no contradiction, because the formula holds for large $S$, where $T$ itself is small.

For $k^2=0.8$ Ry we have $k=0.8944$ and $q=0.3162/0.5=0.6325$, so

$$
P=\frac{4\times0.8944\times0.6325}{0.8+0.4}=1.886,
$$

$$
T=1.8856\times4.8813\times10^{-19}=9.20\times10^{-19}.
$$

### Comparison with direct integration

The Schrödinger equation can also be integrated numerically, starting from an outgoing wave far beyond the turning point and proceeding to the electrode. This gives $T=9.19\times10^{-19}$, lower than the formula by 0.14% of the formula's value. The contour solution, evaluated by quadrature, agrees with the direct integration.

At half the field the ratio of the direct result to the formula is 0.99933, and at twice the field it is 0.99710 (10.3 MV/cm is of the order of the breakdown field of a good oxide and serves here only to test the formula). For $\phi=0.3$ Ry at the original field the ratio is slightly above one, 1.00009. These deviations follow from the next term in the integral over $t$.

The Gaussian weight $e^{-y_0t^2/G}$ has variance $\sigma^2=G/(2y_0)$. Expanding the cubic factor, the linear term averages to zero and the quadratic term gives

$$
\frac{\langle t^6\rangle}{18G^2}=\frac{15\sigma^6}{18G^2}
=\frac{5G}{48y_0^3}=\frac5{72S},
$$

since $S=2y_0^3/(3G)$ at the electrode. This agrees with the WKB correction found in the first half. For the derivative, the integrand has the extra factor $y=y_0+t$, which adds

$$
-\frac{\langle t^4\rangle}{3Gy_0}=-\frac{\sigma^4}{Gy_0}
=-\frac{G}{4y_0^3}=-\frac{12}{72S}.
$$

So $\psi_0$ is multiplied by $1+5/(72S)$ and $\psi_0'$ by $1-7/(72S)$. In $|A|^2$ the first enters with weight $k^2$ and the second with weight $q^2$. Because $T$ is inversely proportional to $|A|^2$,

$$
\frac{T}{Pe^{-2S}}\simeq
1-\frac{5k^2-7q^2}{36S\,(k^2+q^2)} .
$$

In the main example $k^2=0.8$ and $q^2=0.4$, so the fraction is $1/(36S)=0.0013$, close to the observed deviation. For $\phi=0.3$ Ry, $q^2=\phi/\mu=0.6$ and $S=38.7$. The numerator is now $4.0-4.2=-0.2$, and the ratio is predicted to be 1.0001. The corrections to the wave and to its slope nearly cancel here, which keeps the ratio close to one. The correction to the slope is slightly the larger, which changes the sign of the deviation.

### What a plot against inverse field shows

Because $P$ does not depend on $F$,

$$
\ln T=\ln P-\frac{4\sqrt\mu\,\phi^{3/2}}{3}\,\frac1F .
$$

The formula gives a slope of $-0.084327$ Ry/bohr. The directly integrated transmissions at $F=0.001$ and $0.002$ Ry/bohr give $-0.084326$. The difference is small because the correction to $\ln T$ is of order $1/S$ and is itself proportional to the field, while the main term is of order $S$.

The slope determines the product $\sqrt\mu\,\phi^{3/2}$. It does not determine $\phi$ unless the effective mass is known independently. Even the product holds only for a parabolic band. An electron 2.7 eV below the band edge is deep in the gap, where the decay constant is smaller. With the two-band form $\kappa^2=\mu V(1-V/E_g)$ and a gap $E_g=9$ eV, the plot remains a straight line, but $2S$ falls from 42.16 to 38.1 and the slope is 10% smaller in magnitude. The image force of the first half changes the slope by less than 1%.

### From one electron to the current

The tunnelling current sums over many electrons. In a real dielectric, conduction through traps may add to it or exceed it, and is not described here. Consider an electron whose total energy lies $\eta$ below the Fermi level and whose transverse wave number is $k_t$, conserved at the smooth interface. In the dielectric its transverse motion takes up the energy $k_t^2/\mu$. The barrier for its motion along $x$ is then $\phi+\eta+k_t^2/\mu$.

The derivative of $2S$ with respect to $\phi$ is $2\sqrt{\mu\phi}/F=2\kappa_0/F$. For small changes of barrier height the transmission therefore falls as

$$
T\simeq Pe^{-2S}\exp\left(-\frac{\eta+k_t^2/\mu}{w}\right),\qquad
w=\frac{F}{2\kappa_0}.
$$

In the example $w=0.002/0.6325=0.0032$ Ry, or 0.043 eV. This is small compared with $\phi$, so the linear expansion is consistent and the slow variation of $P$ may be neglected.

For each transverse state, the velocity along $x$ cancels against the density of states in energy. The current is then proportional to the integral of $T$ over energy and over $d^2k_t=\pi\,d(k_t^2)$. At zero temperature, with $w$ also small compared with the occupied band width and the final states empty,

$$
J\propto Pe^{-2S}\int_0^\infty e^{-\eta/w}d\eta
\int_0^\infty e^{-k_t^2/(\mu w)}d(k_t^2)
=Pe^{-2S}\,\mu w^2 .
$$

Since $w\propto F$, the current varies as $E^2e^{-B/E}$, where $2S=B/E$. It is $\ln(J/E^2)$ whose slope against $1/E$ is $-B$ in this approximation. For $\ln J$ itself the slope is $-B-2E$, because $d\ln E/d(1/E)=-E$. In the example $2E=10.3$ MV/cm, about 5% of $B=216.8$ MV/cm.

Temperature sets a further condition. Above the Fermi level the occupation falls as $e^{-\varepsilon/k_BT_{\rm el}}$, where $\varepsilon$ is the energy above it and $T_{\rm el}$ the temperature, while the transmission rises as $e^{\varepsilon/w}$. Emission can stay near the Fermi level only if $k_BT_{\rm el}<w$, and it spreads upwards in energy as $k_BT_{\rm el}$ approaches $w$. At room temperature $k_BT_{\rm el}$ is roughly 0.026 eV, so the condition holds in the example, though not by a wide margin: the current is already about twice its zero-temperature value. This thermal factor depends on the field through $w$, and it changes the local slope of $\ln(J/E^2)$ from about $-217$ to about $-209$ MV/cm. At half the field $w$ is about 0.022 eV and the condition fails. The transmission at the Fermi level is still given by $Pe^{-2S}$, but it no longer governs the current.

### A wave returning from the far electrode

Suppose the far electrode reflects part of the wave. The complex conjugate of $\psi$ also solves the real wave equation and represents a returning wave. In the dielectric the solution is then $\psi+r\psi^*$, with a complex coefficient $r$ and $|r|<1$.

Its flux is $\pi G(1-|r|^2)$. Near the electrode $\psi$ is $-i$ times a large real function, so $\psi^*$ is $+i$ times the same function, and the sum is $\psi(1-r)$. The transmission changes by the factor

$$
\frac{1-|r|^2}{|1-r|^2},
$$

provided $|1-r|$ is not so small that the terms dropped inside the barrier matter. The phase of $r$ depends on the path between the turning point and the far electrode, and hence on the field. Reflection can therefore make the transmission oscillate about the smooth law. It changes the factor in front of $e^{-2S}$, while the action of the triangular barrier stays the same.

The numerical output below gives the compared values and the parameters of each case.

## Numbers as computed

```
barrier height phi = 0.200 Ry = 2.721 eV
force F = 0.0020 Ry/bohr; field E = 5.142 MV/cm
mass ratio mu = 0.50 (dimensionless)
electrode kinetic energy k^2 = 0.80 Ry
electrode wave number k = 0.8944 1/bohr
decay constant at electrode = 0.3162 1/bohr
turning point x_t = 100.0 bohr = 5.292 nm
S = 21.0819 (dimensionless)
2S, Rydberg formula = 42.1637 (dimensionless)
2S, quadrature = 42.1637 (dimensionless)
2S, SI formula = 42.1637 (dimensionless)
WKB smallness at electrode = 0.01581 (dimensionless)
exp(-2S) = 4.8813e-19 (dimensionless)
matching factor P = 1.8856 (dimensionless)
T = P exp(-2S) = 9.2043e-19 (dimensionless)
T, direct integration = 9.1916e-19 (dimensionless)
T, contour solution = 9.1916e-19 (dimensionless)
contour flux/(pi G) = 1.00000000 (dimensionless)
phi(Ry) F(Ry/bohr) mu | 2S, T direct, T WKB, ratio (dimensionless)
0.20 0.0010 0.50 | 84.3274 4.4899e-37 4.4929e-37 0.99933
0.20 0.0020 0.50 | 42.1637 9.1916e-19 9.2043e-19 0.99862
0.20 0.0040 0.50 | 21.0819 1.3136e-09 1.3174e-09 0.99710
0.30 0.0020 0.50 | 77.4597 4.5320e-34 4.5315e-34 1.00009
0.20 0.0020 1.00 | 59.6285 2.0264e-26 2.0314e-26 0.99753
slope of ln T vs 1/F, direct = -0.084326 Ry/bohr
slope of ln T vs 1/F, formula = -0.084327 Ry/bohr
slope magnitude as a field = 216.81 MV/cm
thin film d = 60.0 bohr; drop F d = 0.120 Ry
thin film 2S, trapezoid = 31.4970 (dimensionless)
field at which thin film turns triangular = 0.003333 Ry/bohr
image-force permittivity eps = 2.50 (dimensionless)
barrier zeros with image force = 1.010, 98.990 bohr
2S with image force = 39.5090 (dimensionless)
factor exp(2S - 2S_image) = 14.221 (dimensionless)
```
